\section*{Why RPA Overcorrelates at Short Range, and the RPA+ Correction}

\section{Definitions and conventions}

The system is a spin-unpolarized electron gas of density $n$ with a uniform neutralizing background, at zero temperature. SI constants are kept, with
\begin{equation}
k_F=(3\pi^2n)^{1/3},\quad a_0=\frac{4\pi\epsilon_0\hbar^2}{me^2},\quad r_s=\frac{1}{a_0}\left(\frac{3}{4\pi n}\right)^{1/3},\quad v(q)=\frac{e^2}{\epsilon_0q^2}.
\end{equation}
The hartree is $E_h=e^2/(4\pi\epsilon_0a_0)$. Energies are given in eV; correlation energies of the gas are per electron.

The pair distribution $g(r)$ is defined so that $n^2g(r)$ is the density of electron pairs at separation $r$. It averages over spin, $g=\frac12(g_{\uparrow\uparrow}+g_{\uparrow\downarrow})$. Being the expectation value of a nonnegative operator, the true $g$ cannot be negative. With $\rho_{\mathbf q}$ the Fourier component of the density operator, the structure factor for $q\neq0$ is $S(q)=\langle\rho_{\mathbf q}\rho_{-\mathbf q}\rangle/N$, and
\begin{equation}
g(0)=1+\frac1n\int\frac{d^3q}{(2\pi)^3}[S(q)-1]
=1+\frac32\int_0^\infty Q^2[S-1]\,dQ,\qquad Q=\frac q{k_F}.
\label{contact}
\end{equation}
The prefactor is $(3\pi^2/k_F^3)(k_F^3/2\pi^2)=3/2$.

\section{From response to pair distribution}

Let $E_j$ be the excitation energies. At imaginary frequency the density response is
\begin{equation}
\chi(q,iu)=-\frac1V\sum_j|\langle j|\rho_{\mathbf q}|0\rangle|^2\frac{2E_j}{E_j^2+\hbar^2u^2}.
\end{equation}
Since $\int_0^\infty2E\,du/(E^2+\hbar^2u^2)=\pi/\hbar$, integration leaves the sum of squared matrix elements, which is $NS$. This is the fluctuation-dissipation relation
\begin{equation}
S(q)=-\frac{\hbar}{\pi n}\int_0^\infty\chi(q,iu)\,du.
\label{fdt}
\end{equation}

For noninteracting electrons, a transition $\mathbf k\to\mathbf k+\mathbf q$ costs $\Delta=\hbar^2(\mathbf k\cdot\mathbf q+q^2/2)/m$. The sum may run over all occupied $\mathbf k$: if $\mathbf k+\mathbf q$ is occupied too, the state $-(\mathbf k+\mathbf q)$ contributes the opposite $\Delta$ and cancels the forbidden transition. Let $z$ be the component of $\mathbf k/k_F$ along $\mathbf q$. Slices of the Fermi sphere have area $\pi k_F^2(1-z^2)$. With $y=mu/(\hbar qk_F)$,
\begin{equation}
\chi_0=-\frac{mk_F}{2\pi^2\hbar^2}B,\qquad
B(Q,y)=\frac1Q\int_{-1}^{1}\frac{(1-z^2)(z+Q/2)}{(z+Q/2)^2+y^2}\,dz.
\end{equation}

In RPA each electron responds, as if independent, to the external potential plus the Hartree potential of the induced density. At interaction strength $\lambda$ this means $\delta n=\chi_0(\phi+\lambda v\,\delta n)$, so
\begin{equation}
\chi_\lambda=\frac{\chi_0}{1-\lambda v\chi_0},\qquad
-v\chi_0=W=\frac{\kappa B}{Q^2},\qquad \kappa=\frac{2}{\pi a_0k_F}.
\end{equation}
Now split $S=S_0+S_c$. In the free part, $\int_0^\infty x\,dy/(x^2+y^2)=(\pi/2)\,\mathrm{sgn}\,x$ gives
\begin{equation}
S_0=\frac34\int_{-1}^1(1-z^2)\,\mathrm{sgn}(z+Q/2)\,dz=
\begin{cases}3Q/4-Q^3/16,&Q<2,\\1,&Q\ge2.\end{cases}
\end{equation}
Equation (\ref{contact}) then gives $1+\frac32(3-\frac23-\frac83)=\frac12$. This is Pauli exclusion alone: like spins never meet, and unlike spins are uncorrelated.

For the correlation part, $\chi_1-\chi_0=-\chi_0W/(1+W)$. Inserting this in (\ref{fdt}), with $du=(\hbar k_F^2Q/m)\,dy$, yields
\begin{equation}
S_c=-\frac{3Q}{2\pi}\int_0^\infty\frac{BW}{1+W}\,dy,
\qquad g(0)=\frac12+\frac32\int_0^\infty Q^2S_c\,dQ.
\label{sc}
\end{equation}

The long-wavelength limit shows what RPA does well. At fixed $u$ and $q\to0$, $\chi_0\to-nq^2/(mu^2)$. With $\omega_p^2=ne^2/(\epsilon_0m)$, the RPA response becomes $-(nq^2/m)/(u^2+\omega_p^2)$, and (\ref{fdt}) gives $S\to\hbar q^2/(2m\omega_p)$. This is the structure factor of one plasmon mode carrying the whole oscillator strength. The trouble lies at the other end of the $q$ range.

\section{Where the contact value turns negative}

Evaluating (\ref{sc}) gives $g(0)=0$ at
\begin{equation}
r_s=0.782,\qquad r_sa_0=41.4\ \mathrm{pm},\qquad n=3.37\times10^{30}\ \mathrm{m^{-3}}.
\end{equation}
At larger $r_s$ the computed values are negative: $-0.126$ at $r_s=1$, $-0.659$ at $r_s=2$ and $-1.599$ at $r_s=4$. Typical metallic densities, roughly $r_s=2$ to 6, therefore lie well inside the unphysical region.

The energy involves an average over coupling. The interaction strength enters $S_c$ through the product $\lambda\kappa$, and $\kappa\propto r_s$. Coupling $\lambda$ at $r_s$ is therefore equivalent to full coupling at $\lambda r_s$, and the averaged contact value is
\begin{equation}
\bar g(0;r_s)=\int_0^1g(0;\lambda r_s)\,d\lambda.
\end{equation}
It vanishes later, at $r_s=1.60$, because the average includes weakly coupled systems. A pair distribution quoted for RPA should state which of the two it is.

\section{First cause: ring terms ignore spin}

To first order in the interaction, the ground state acquires double excitations $\mathbf k_1\to\mathbf k_1+\mathbf q$, $\mathbf k_2\to\mathbf k_2-\mathbf q$. Measure wavevectors in units of $k_F$ and set $\mathbf s=\mathbf Q+\mathbf k_1-\mathbf k_2$. The excitation energy is
\begin{equation}
\Delta_1+\Delta_2=\frac{\hbar^2k_F^2}{m}(Q^2+\mathbf Q\cdot\mathbf k_1-\mathbf Q\cdot\mathbf k_2)
=\frac{\hbar^2k_F^2}{m}\mathbf Q\cdot\mathbf s.
\end{equation}
The antisymmetrized matrix element is $[v(Qk_F)-\delta_{\sigma_1\sigma_2}v(sk_F)]/V$. Its second term arises because two like-spin electrons can reach the same final states with their roles exchanged. The first-order amplitude is minus this matrix element divided by the gap. The state and its conjugate each contribute once to $\langle\rho_{\mathbf q}\rho_{-\mathbf q}\rangle$, and half of all pairs have like spin. Hence
\begin{equation}
S^{(1)}=-2n\left\langle\frac{v(Qk_F)-\frac12v(sk_F)}{\Delta_1+\Delta_2}\right\rangle
=-\frac{4\kappa}{3}(D-X),
\label{first}
\end{equation}
\begin{equation}
D=\left\langle\frac1{Q^2\,\mathbf Q\cdot\mathbf s}\right\rangle,\qquad
X=\frac12\left\langle\frac1{s^2\,\mathbf Q\cdot\mathbf s}\right\rangle .
\end{equation}
The brackets average over both electrons in the Fermi sphere, with zero weight for Pauli-forbidden excitations. With $me^2/(\epsilon_0\hbar^2)=4\pi/a_0$ and $n=k_F^3/(3\pi^2)$, the prefactor is $2n(4\pi/a_0)/k_F^4=8/(3\pi a_0k_F)=4\kappa/3$.

RPA contains the $D$ term. Its first-order response is $\chi_0v\chi_0$, and
\begin{equation}
\int_0^\infty\frac{4\Delta_1\Delta_2\,du}{(\Delta_1^2+\hbar^2u^2)(\Delta_2^2+\hbar^2u^2)}=\frac{2\pi}{\hbar(\Delta_1+\Delta_2)}
\end{equation}
turns (\ref{fdt}) into the direct part of (\ref{first}). The exchange term $X$ is absent.

At contact its size follows from a relabelling. For fixed initial states, interchange the two final states. This maps $\mathbf Q\to-\mathbf s$ and $\mathbf s\to-\mathbf Q$. The gap and the allowed region are unchanged, and the Jacobian is one, so
\begin{equation}
\int_0^\infty Q^2X\,dQ=\frac12\int_0^\infty Q^2D\,dQ.
\end{equation}
Direct sampling of electron pairs gives a ratio of 0.4995. To leading order in $r_s$, therefore,
\begin{equation}
g_{\rm RPA}(0)=\tfrac12-0.732\,r_s,\qquad
g_{\rm exact}(0)=\tfrac12-0.366\,r_s .
\end{equation}
Like-spin electrons have zero contact density already and cannot be depleted further. RPA nevertheless gives them the same shift as unlike-spin pairs, which doubles the total.

The error depends strongly on wavelength. At small $Q$, each electron has an allowed fraction proportional to $Q$, and the gap is also proportional to $Q$. For $s$ of order one this gives $D\propto1/Q$, $X\propto Q$ and $X/D\propto Q^2$. Integrating over thin shells at the Fermi surface, the ratio approaches $3(\ln2-\frac12)Q^2/[8(1-\ln2)]=0.236\,Q^2$ as $Q\to0$; it is 0.015 at $Q=0.25$ and 0.25 at $Q=1$. Random sampling of pairs is noisy at small $Q$, and the sampled value for $Q=0.25$ in the numerical output, 0.013, falls below the converged one.

At large $Q$, write $\mathbf d=\mathbf k_1-\mathbf k_2$, with $\langle d^2\rangle=6/5$ and $\langle d_z^2\rangle=2/5$. Expanding the denominators to second order gives
\begin{equation}
\begin{aligned}
D&\simeq Q^{-4}\left(1+\frac{\langle d_z^2\rangle}{Q^2}\right),\\
X&\simeq\frac{Q^{-4}}2\left(1+\frac{7\langle d_z^2\rangle-\langle d^2\rangle}{Q^2}\right),
\qquad \frac XD\simeq\frac12\left(1+\frac{6}{5Q^2}\right).
\end{aligned}
\end{equation}
The limit is one half, approached from above. At $Q=8$ the expansion gives 0.509, and sampling gives 0.5095.

\section{Second cause: depletion does not limit itself}

Missing exchange is not the whole explanation. If the RPA correlation shift is halved at every density, $g(0)$ still becomes negative, at $r_s=1.69$. This is a diagnostic, not a calculation of higher-order exchange, but it shows that the first-order factor of two cannot by itself restore positivity.

The missing ingredient appears in the large-$q$ tail. There $B\to(2/3)/(Q^2/4+y^2)$ and $W\ll1$, so
\begin{equation}
S_c\to-\frac{3Q}{2\pi}\frac{\kappa}{Q^2}\frac49
\int_0^\infty\frac{dy}{(Q^2/4+y^2)^2}
=-\frac{4\kappa}{3Q^4}=-\frac{8\pi n}{a_0q^4},
\label{tail}
\end{equation}
where the integral equals $2\pi/Q^3$. To see its effect in real space, set $x=k_Fr$ and $t=Qx$:
\begin{equation}
g(r)-g(0)\simeq2\kappa x\int_0^\infty\frac{1-\sin t/t}{t^2}\,dt
=\frac{\pi\kappa}{2}k_Fr=\frac r{a_0}.
\end{equation}
The integral is $\pi/4$, as integration by parts shows. The free part adds no linear term, because $S_0-1$ vanishes for $Q>2$ and its transform is smooth and even in $r$.

Compare the exact behaviour. When two unlike-spin electrons approach, their Coulomb repulsion dominates the other potentials, which remain finite. With reduced mass $m/2$, the relative wave obeys
\begin{equation}
-\frac{\hbar^2}{m}\left(\psi''+\frac2r\psi'\right)+\frac{e^2}{4\pi\epsilon_0r}\psi=\text{finite}.
\end{equation}
For $\psi=\psi(0)(1+cr)$, cancellation of the $1/r$ terms requires $2c\hbar^2/m=e^2/(4\pi\epsilon_0)$, so $c=1/(2a_0)$. Squaring doubles the slope. Like-spin pairs add no linear term, since their density starts as $r^2$. Therefore
\begin{equation}
g'_{\rm exact}(0)=\frac{g(0)}{a_0},\qquad g'_{\rm RPA}(0)=\frac1{a_0}.
\end{equation}

In the exact gas, the short-range correlation is proportional to the density of pairs that actually meet. As the hole deepens, its source weakens. In RPA the source is the mean density, as if $g(0)$ were one. Numerically, the RPA slope is $1.000/a_0$ both at $r_s=0.5$, where $g(0)=0.169$, and at $r_s=2$, where $g(0)=-0.659$. RPA screening does soften the decline: the first-order line would cross zero at $0.5/0.732=0.68$, not 0.78. But this screening responds to the average field and does not impose a floor on the contact density.

The same argument indicates what a repair of the pair distribution must do. If a static local-field factor $G(q)$ replaces $v$ by $v(1-G)$, the tail (\ref{tail}) acquires the factor $1-G(\infty)$. Within this class of models, the correct cusp requires $1-G(\infty)=g(0)$. RPA has $G=0$.

\section{Energy and the RPA+ correction}

At fixed density, the derivative of the energy with respect to $\lambda$ is the expectation value of the interaction. The correlation energy per electron is thus
\begin{equation}
\varepsilon_c=\frac12\int_0^1d\lambda\int\frac{d^3q}{(2\pi)^3}v(q)S_{c,\lambda}(q).
\label{ac}
\end{equation}
Insert (\ref{fdt}) and integrate over coupling:
\begin{equation}
\int_0^1v(\chi_\lambda-\chi_0)\,d\lambda=-\ln(1-v\chi_0)-v\chi_0=-\ln(1+W)+W.
\end{equation}
The minus sign in (\ref{fdt}) reverses both terms. Changing to $Q$ and $y$ gives
\begin{equation}
\varepsilon_{\rm RPA}=\frac{3\hbar^2k_F^2}{4\pi m}
\int_0^\infty Q^3dQ\int_0^\infty dy\,[\ln(1+W)-W],
\end{equation}
which is negative because $\ln(1+W)<W$.

The reference is PW92, a parametrization of accurate uniform-gas energies and not an exact result:
\begin{equation}
\begin{aligned}
\varepsilon_{\rm PW92}&=-2AE_h(1+\alpha_1r_s)
\ln\left[1+\frac1{2AP(r_s)}\right],\\
P&=\beta_1r_s^{1/2}+\beta_2r_s+\beta_3r_s^{3/2}+\beta_4r_s^2.
\end{aligned}
\end{equation}
Here $A=0.031091$, $\alpha_1=0.21370$, and $\beta_1,\ldots,\beta_4$ are 7.5957, 3.5876, 1.6382 and 0.49294. Define $\delta=\varepsilon_{\rm PW92}-\varepsilon_{\rm RPA}$.

\begin{center}
\begin{tabular}{ccccc}
$r_s$ & $g_{\rm RPA}(0)$ & RPA (eV) & PW92 (eV) & $\delta$ (eV)\\
0.5 & 0.169 & $-2.649$ & $-2.085$ & 0.564\\
1 & $-0.126$ & $-2.144$ & $-1.627$ & 0.518\\
2 & $-0.659$ & $-1.682$ & $-1.218$ & 0.464\\
4 & $-1.599$ & $-1.274$ & $-0.867$ & 0.407\\
6 & $-2.440$ & $-1.064$ & $-0.692$ & 0.373
\end{tabular}
\end{center}

Relative to PW92, RPA overestimates the magnitude by 27\% at $r_s=0.5$ and by 54\% at $r_s=6$. The absolute error nevertheless changes slowly with density. This is useful for a local correction. In the high-density limit the error tends to a constant, which can be derived.

Put the missing part of (\ref{first}), $+(4\kappa/3)\lambda X$, into (\ref{ac}). The coupling integral gives another factor $\frac12$:
\begin{equation}
\varepsilon_{2x}=\frac{e^2k_F}{8\pi^2\epsilon_0}\frac{4\kappa}{3}\int_0^\infty X\,dQ
=\frac{4E_h}{3\pi^2}\int_0^\infty X\,dQ=0.66\ \mathrm{eV}.
\end{equation}
The density cancels because $\kappa k_F$ is constant. At $r_s=0.001$, $\delta=0.66$ eV as well; the two agree to about 1\%, within the tolerance set for sampling, finite $r_s$ and the fit. PW92 is built to follow the known high-density expansion closely, though not exactly, so this agreement is a consistency check rather than an independent test. At high density, then, the correction supplies the missing second-order exchange. Wavevectors above $k_F$ contribute 72\% of it. The integral converges at small $Q$, where $X\propto Q$, whereas the direct second-order integral diverges logarithmically because $D\propto1/Q$. RPA removes that divergence by summing the rings, so its long-range part should be kept.

The RPA+ correlation energy of an inhomogeneous, spin-unpolarized system is
\begin{equation}
E_c^{\rm RPA+}=E_c^{\rm RPA}+\int n(\mathbf r)\,\delta\bigl(r_s(n(\mathbf r))\bigr)\,d^3r.
\label{plus}
\end{equation}
For a uniform density it returns PW92 by construction. Elsewhere it assumes that the short-range error depends mainly on the local density.

\section{A strongly nonuniform case: the helium atom}

Helium tests that assumption far from uniformity. Its two electrons share one orbital, and exchange cancels half of the Hartree potential, so the exchange-only Kohn--Sham potential is known: $v_x=-v_H/2$. Let $\Delta_a$ be the gap to virtual orbital $a$ and $K_{ab}=(1a|1b)$ the Coulomb integral. The interacting ring frequencies satisfy
\begin{equation}
\det\left[\Delta_a^2\delta_{ab}+4\sqrt{\Delta_a}K_{ab}\sqrt{\Delta_b}-\Omega^2\delta_{ab}\right]=0 .
\end{equation}
The factor 4 counts two spins and the two time orders. Since $\int_0^\infty\ln[(\Omega^2+w^2)/(\Delta^2+w^2)]\,dw=\pi(\Omega-\Delta)$, and the linear term contributes $-\frac1{2\pi}\sum_a\int_0^\infty4\Delta_aK_{aa}\,dw/(\Delta_a^2+w^2)=-\sum_aK_{aa}$, the logarithmic energy formula becomes
\begin{equation}
E_c^{\rm RPA}=\frac12\sum_j\Omega_j-\frac12\sum_a\Delta_a-\sum_aK_{aa}.
\end{equation}

The reference is full configuration interaction minus the exchange-only energy, with a fixed nucleus and no relativity. For cc-pVTZ and cc-pVQZ, assuming an error proportional to $L^{-3}$ with cardinal number $L=3,4$,
\begin{equation}
\begin{aligned}
E_c^{\rm RPA}&=\frac{64(-2.1592)-27(-2.0151)}{37}=-2.264\ \mathrm{eV},\\
E_c^{\rm CI}&=\frac{64(-1.1129)-27(-1.0634)}{37}=-1.149\ \mathrm{eV}.
\end{aligned}
\end{equation}
These values are not converged to the last digit shown. The same extrapolation from cc-pVQZ and cc-pV5Z gives $-2.274$ and $-1.148$ eV, and the complete-basis limits are about $-2.272$ and $-1.144$ eV, shifts of $-0.008$ and $+0.005$ eV. The local integral in (\ref{plus}) is $+1.00$ eV and is unchanged at the basis limit. With the triple/quadruple-zeta extrapolation,
\begin{equation}
E_c^{\rm RPA+}=-2.26+1.00=-1.26\ \mathrm{eV}\quad(-0.046\,E_h).
\end{equation}
At the basis limit this becomes $-1.27$ eV ($-0.047\,E_h$). RPA is too negative by 1.12 eV (1.13 eV at the basis limit), nearly the whole reference correlation energy. The correction removes about 90\% of this error (89\% at the basis limit).

The remaining $-0.11$ eV is less certain; with complete-basis energies it grows to about $-0.125$ eV. Extrapolation lowers the RPA energy by 0.11 eV from its cc-pVQZ value, but the reference by 0.04 eV. Without extrapolation the residual would be $-0.04$ eV. That apparent improvement mixes a finite-basis RPA energy with a correction derived for a complete basis.

\section{Use and limits}

For total correlation energies, converge the RPA part with basis size before adding $\delta$, and take $\delta$ from the same form of RPA. A ring energy that already includes exchange needs a different difference, or the exchange is counted twice. Spin-polarized systems need $\delta$ as a function of polarization too.

RPA+ changes the energy, not the pair distribution. Its $g(0)$ is still the RPA value, which in the uniform gas is negative above $r_s=0.78$, so contact densities require a method with the correct short-range feedback.

For energy differences, what matters is the change in the integral of $n\delta$. If two fragments have disjoint densities that do not change on separation, the integral is additive and the correction to their interaction is zero. RPA+ then leaves any RPA error in that interaction untouched. The helium result supports the correction for one compact closed-shell atom; it does not establish the same accuracy for reaction energies or stretched bonds. The numerical output below gives the values at higher precision.

\section*{Computed results}
\begin{verbatim}
Bohr radius: 52.9177 pm
One hartree: 27.21139 eV
Noninteracting g(0): 0.50000 (dimensionless)
RPA g(0) zero: rs = 0.7817 (dimensionless)
Radius at zero: 41.366 pm
Density at zero: 3.3726e+30 m^-3
Coupling-averaged g(0) zero: rs = 1.6004
Halved-shift g(0) zero: rs = 1.6898
First-order RPA dg(0)/drs: -0.73167
Same slope, pair sampling: -0.7316
Exchange/direct at contact: 0.4995
Exchange/direct at q/kF=0.25: 0.0131
Exchange/direct at q/kF=1.00: 0.2514
Exchange/direct at q/kF=8.00: 0.5095
RPA a0*g'(0), rs=0.5: 1.0001; g(0)=0.1693
RPA a0*g'(0), rs=2.0: 1.0001; g(0)=-0.6594
Exact Coulomb a0*g'(0)/g(0): 0.9999
PW92 A (hartree), a1, b1, b2, b3, b4 (dimensionless):
0.031091 0.2137 7.5957 3.5876 1.6382 0.49294
rs | g(0) | RPA eV | PW92 eV | delta eV (per electron)
0.5 | 0.1693 | -2.6488 | -2.0849 | 0.5639
1.0 | -0.1258 | -2.1442 | -1.6265 | 0.5177
2.0 | -0.6594 | -1.6817 | -1.2180 | 0.4637
4.0 | -1.5990 | -1.2736 | -0.8671 | 0.4065
6.0 | -2.4397 | -1.0644 | -0.6919 | 0.3725
Second-order exchange: 0.6575 eV/electron
PW92-RPA at rs=0.001: 0.6645 eV/electron
Second-order exchange share q>kF: 71.7 %
He TZ exchange-only total: -77.8559 eV
He TZ RPA correlation: -2.0151 eV
He TZ full-CI correlation: -1.0634 eV
He QZ exchange-only total: -77.8658 eV
He QZ RPA correlation: -2.1592 eV
He QZ full-CI correlation: -1.1129 eV
He extrapolated RPA correlation: -2.2644 eV
He local correction: 1.0026 eV
He RPA+ correlation: -1.2617 eV
He RPA+ correlation: -0.04637 hartree
He extrapolated full-CI correlation: -1.1490 eV
He RPA minus full CI: -1.1154 eV
He RPA+ minus full CI: -0.1128 eV
\end{verbatim}
